Is X-ray absorption in a cubic crystal independent of orientation?

**Question**

I am planning K-edge absorption measurements on a single crystal of a cubic transition-metal compound, with the metal on an octahedral site. I had assumed that the orientation of the crystal would not matter. Absorption is described by a second-rank tensor, a cubic crystal turns every such tensor into a multiple of the unit matrix, and so the spectrum should be the same for every polarization.

A colleague says that this holds for the main edge but fails for the small pre-edge peaks from 1s → 3d transitions, and that by turning the crystal I can choose whether I see the eg or the t2g orbitals. How can a cubic crystal be anisotropic at all? And if it is, can I really select one set of orbitals, or do I only change the balance a little? Does the effect survive with unpolarized light?

**Answer**

Your argument is correct for the electric-dipole part of the absorption. It does not carry over to the electric-quadrupole part, because that part is not described by a second-rank tensor. Your colleague is right too, with some conditions on the orientation and on the electronic structure.

I assume a 1s core level, linear polarization, no magnetic order, and an absorber on a site with the full cubic symmetry O_h, inversion included. Let e be the unit polarization vector and k the unit vector along the beam, so that e·k = 0. Components are taken along the cube axes.

**What the light does to the 1s electron**

The coupling to the wave is proportional to (e·p) exp(iK k·r), where K is the wavenumber. The 1s orbital is small compared with the wavelength, so expand:

(e·p) exp(iK k·r) ≈ e·p + iK (e·p)(k·r)

For a one-electron Hamiltonian H = p²/2m + V(r), the commutator is [r, H] = iħp/m. With ħω = E_f − E_i this gives

⟨f|e·p|i⟩ = (m/iħ)(E_i − E_f)⟨f|e·r|i⟩ = imω ⟨f|e·r|i⟩

This is the dipole term. In the next term, e·p commutes with k·r because e·k = 0, so it can be split without ordering problems:

(e·p)(k·r) = ½[(e·p)(k·r) + (e·r)(k·p)] + ½[(e·p)(k·r) − (e·r)(k·p)]

The second bracket equals (k×e)·(r×p) = (k×e)·L. It is the orbital magnetic-dipole term, and it vanishes because L gives zero on an s state. The spin magnetic term of the same order contains the spatial overlap ⟨f|1s⟩, which is zero for different eigenstates of the same H. The first bracket is again a commutator:

[(e·r)(k·r), H] = (iħ/m)[(e·r)(k·p) + (e·p)(k·r)]

Its matrix element, with the factor ½, is therefore (imω/2)⟨f|(e·r)(k·r)|i⟩. Up to the common factor imω the amplitude is

A = ⟨f|e·r|1s⟩ + (iK/2)⟨f|(e·r)(k·r)|1s⟩

The first operator is odd under inversion and reaches p states. The second is even and reaches d states. At an inversion centre the final states can be chosen even or odd about the absorber, so the two intensities add without a cross term. (A single Bloch state does mix p and d on the absorber, but the cross terms from opposite crystal momenta cancel.) The expansion stops at first order in K. The next term, with the operator (e·p)(k·r)², interferes with the dipole term at the same order K² as the quadrupole intensity; it is left out here.

**Why the dipole part is isotropic**

The dipole intensity at a given energy has the form Σ_ij e_i D_ij e_j. The cubic rotations restrict D as follows.

- A half turn about z reverses x and y. It changes the sign of D_xz and D_yz, so both are zero.
- A half turn about x removes D_xy in the same way.
- A third of a turn about [111] permutes x, y and z, so D_xx = D_yy = D_zz.

The intensity is then D_xx(e·e) = D_xx for every e. This is your argument, and it is sound.

**Why the quadrupole part is not**

The operator (e·r)(k·r) contains two directions. Write it as Σ_ij T_ij x_i x_j with

T_ij = ½(e_i k_j + e_j k_i)

The trace of T is e·k = 0, so T has five independent components, one for each d orbital. The intensity is quadratic in T, and therefore of fourth degree in the components of e and k together.

Apply the same rotations to the matrix of this quadratic form. The half turns forbid cross terms among xy, yz and zx, and between these and the other two functions. The turn about [111] makes the three coefficients equal. A quarter turn about z reverses x²−y² but leaves 3z²−r² alone, so these two do not couple either. The turn about [111] mixes them with each other, so they must share one coefficient.

That leaves two constants: one for the pair x²−y², 3z²−r² (eg) and one for the triplet xy, yz, zx (t2g). No cubic rotation turns a member of one set into a member of the other, so nothing forces the two constants to be equal. Cubic symmetry reduces the dipole response to one number and the quadrupole response to two.

**How much goes into each set**

Let n be a unit vector along r. The averages over the sphere are ⟨n_x⁴⟩ = 1/5 and ⟨n_x²n_y²⟩ = 1/15. The diagonal elements of T produce the eg part. Their mean square is

⟨(Σ_i T_ii n_i²)²⟩ = (1/5)Σ_i T_ii² + (2/15)Σ_{i<j} T_ii T_jj

Since Σ_i T_ii = 0, squaring that sum gives 2Σ_{i<j} T_ii T_jj = −Σ_i T_ii². Hence

eg strength = (1/5 − 1/15)Σ_i T_ii² = (2/15) q

q = Σ_i e_i² k_i²

The off-diagonal elements produce the t2g part, 2(T_xy n_x n_y + T_yz n_y n_z + T_zx n_z n_x). Cross terms average to zero, which leaves

t2g strength = (4/15)Σ_{i<j} T_ij²

To evaluate the sum, use the full square of the tensor:

Σ_ij T_ij² = ¼Σ_ij (e_i k_j + e_j k_i)² = ¼[2 + 2(e·k)²] = ½

The same quantity is q + 2Σ_{i<j} T_ij², so Σ_{i<j} T_ij² = ½(½ − q), and

t2g strength = (2/15)(½ − q) = (1 − 2q)/15

The two strengths add up to 1/15 for every orientation. Dividing by this total gives

eg share = 2q

t2g share = 1 − 2q

Neither strength can be negative, so 0 ≤ q ≤ ½. Both ends are reached:

- e along [010], k along [100]: every product e_i k_i is zero, so q = 0 and the transition is purely t2g.
- e along [110], k along [1−10]: e² = k² = (½, ½, 0) component by component, so q = ¼ + ¼ = ½ and the transition is purely eg.

There is a simple picture for this. The function (e·r)(k·r) is a four-lobed clover in the plane of e and k, with its lobes halfway between the directions ±e and ±k. In the first orientation the operator is xy, whose lobes point between the cube axes, as those of a t2g orbital do. In the second it is (x+y)(x−y)/2 = (x²−y²)/2, whose lobes lie along the axes, towards the ligands. Turning the crystal turns the d orbitals relative to this clover.

**What appears in the spectrum**

Let g_e(E) and g_t(E) be the densities of empty states per orbital, broadening included. If the radial matrix elements of the two sets differ, their squares are absorbed into these functions. Per unit of total quadrupole strength,

S(E) = 2q g_e(E) + (1 − 2q) g_t(E)

Insert q = 1/5 + (q − 1/5) to separate the orientation-dependent part:

S(E) = (2g_e + 3g_t)/5 + 2(g_e − g_t)(q − 1/5)

The second term shows that geometry alone is not enough. Where g_e = g_t, the spectrum does not depend on orientation. If the whole d shell is empty and both sets have the same radial function, each density integrates to 1, and the integral of S is 2q + 1 − 2q = 1 for every orientation. The anisotropy then moves intensity between energies without changing the total. If t2g is filled, g_t = 0 and even the integrated intensity varies, in proportion to 2q.

**Why this is called a rank-4 term**

Define δ_ijkl as 1 when all four indices are equal and 0 otherwise, and let

C_ijkl = δ_ijkl − (1/5)(δ_ij δ_kl + δ_ik δ_jl + δ_il δ_jk)

This tensor is symmetric in all its indices. Setting k = l and summing gives δ_ij − (1/5)(3 + 1 + 1)δ_ij = 0, so it is also traceless. A symmetric traceless tensor with four indices is purely of rank 4. Contracted with e, e, k and k it gives

q − (1/5)[(e·e)(k·k) + 2(e·k)²] = q − 1/5

which is the angular factor found above.

The contrast with the dipole case can now be put in terms of rank. Two vectors combine to ranks 0, 1 and 2, while two rank-2 operators combine to ranks 0 to 4. Counting the combinations that all cubic rotations leave unchanged gives 1, 0, 0, 0, 1 for ranks 0, 1, 2, 3, 4. Dipole absorption stops before the first anisotropic cubic term, and quadrupole absorption reaches it.

**Which scans show the effect**

First scan: turn the crystal about [001], with e and k both in the (001) plane. Then k = (cos φ, sin φ, 0) and e = (−sin φ, cos φ, 0), so

q = 2 sin²φ cos²φ = ½ sin²2φ

eg share = sin²2φ = ½(1 − cos 4φ)

The share goes from 0 at 0° through 0.25 at 15° and 0.50 at 22.5° to 1 at 45°, and is back at 0 at 90°. There are four maxima per full turn.

Second scan: keep k along [1−10] and turn e by an angle ψ from [001] towards [110]. Now e² = (½ sin²ψ, ½ sin²ψ, cos²ψ) and k² = (½, ½, 0), so

eg share = 2q = sin²ψ

A quarter turn of the polarization replaces a pure t2g transition by a pure eg one.

Some scans show nothing. With k along [001], e has no z component, so q = 0 for every polarization. With k along [111], q = (e·e)/3 = 1/3, again for every polarization, and the eg share stays at 2/3. Finding no change when you rotate e about one of these beam directions does not show that the peak is dipolar.

**Unpolarized light and powders**

For fixed k, averaging over polarizations perpendicular to it gives ⟨e_i²⟩ = (1 − k_i²)/2. Then

⟨q⟩ = ½Σ_i k_i²(1 − k_i²) = ½(1 − Σ_i k_i⁴)

eg share = 1 − Σ_i k_i⁴

So the effect survives, in reduced form. The sum Σ_i k_i⁴ lies between 1/3, for [111], and 1, for [001]. The eg share therefore runs from 0 to 2/3: unpolarized light can select t2g alone but not eg alone. In a powder, Σ_i k_i⁴ averages to 3/5, and the shares become 2/5 and 3/5, in the ratio of the numbers of orbitals.

**A model with numbers**

Take an empty d shell surrounded by six equal repulsive point ligands, with the d electron on a shell at 0.3 of the ligand distance. Diagonalizing this field gives a lower triplet and an upper pair. I scale the field so that they are 2.0 eV apart. With the mean energy at zero, 3E_t + 2E_e = 0 and E_e − E_t = 2.0 eV, hence

E_t = −0.8 eV, E_e = 1.2 eV

The p levels in the same field do not split, as the dipole argument requires.

Give each final state a Lorentzian of full width Γ = 1.0 eV and unit area. Its height at the centre is 2/(πΓ) = 0.637 per eV. At the other peak, 2.0 eV away, it still contributes

(Γ/2π)/(2.0² + 0.5²) = 0.159/4.25 = 0.037 per eV

The quadrupole spectrum at the two peaks is then, in 1/eV:

- e [010], k [100]: 0.637 at the t2g peak, 0.037 at the eg peak.
- e [110], k [1−10]: 0.037 at the t2g peak, 0.637 at the eg peak.
- k [111]: 0.237 at the t2g peak, 0.437 at the eg peak.
- powder: 0.397 at the t2g peak, 0.277 at the eg peak.

For k along [111], for example, the eg value is (2/3)(0.637) + (1/3)(0.037) = 0.437. For the powder it is 0.4(0.637) + 0.6(0.037) = 0.277. The 0.037 left in the pure orientations is the tail of the neighbouring line, not imperfect selection. With broader lines or a smaller splitting the peaks would overlap more, although the shares would stay the same.

Now fill the t2g set, as in the one-electron picture of a low-spin d⁶ ion, and keep the same line shape. A single eg peak remains. Its height is 0.637 per eV for e [110], k [1−10], 0.255 per eV in a powder, and zero for e [010], k [100]. The largest height is 1/0.4 = 2.5 times the powder value. The numerical output lists these values to more digits.

**How to use this, and where it stops**

In a real spectrum the pre-edge peaks sit on the rising dipole edge. In the dipole approximation that background is the same for all orientations, so it cancels when you subtract two spectra normalized in the same way. Beyond that approximation it is not exactly isotropic: a cubic field mixes p and f, and the dipole–octupole interference then also varies as q − 1/5. Its size is not estimated here, and it is neglected below. What remains is then proportional to

S₁(E) − S₂(E) = 2(q₁ − q₂)[g_e(E) − g_t(E)]

This difference has one sign where g_e is larger than g_t and the other where g_t is larger. For well-separated peaks this tells you which set each one belongs to, without a fit to the background.

The conditions matter in the following ways.

- **No inversion centre.** At a tetrahedral site the ligand field mixes p and d. In the point-ligand model every angular p–d matrix element is zero for six ligands. For four ligands, on the same energy scale, the largest element between a real p function and a complex d function of definite m is 2.1 eV. Each such function with m = ±1 or ±2 contains a real t2 orbital with amplitude 1/√2, and the field couples p_z only to xy, p_x only to yz and p_y only to zx, so the coupling between a p orbital and its real t2 partner is √2 × 2.1 ≈ 3.0 eV. The t2 peak then gains dipole intensity. Without magnetic order the final orbitals can be chosen real, so the dipole amplitude is real and the quadrupole amplitude imaginary, and for linear polarization they still do not interfere. The added part is isotropic, so orientation can no longer switch the t2 peak off.
- **Low-symmetry sites in a cubic crystal.** If the crystal as a whole has O_h symmetry, the sum over equivalent sites again has one dipole constant and two quadrupole constants. The labels eg and t2g then describe the transition operator, not the orbitals of a single site.
- **Many-electron effects.** The core hole and the repulsion between d electrons change g_e and g_t and can split each into several peaks. One multiplet line can then carry weight in both g_e and g_t, because states of the same symmetry from different t2g/eg configurations mix, and the lowest line need not be the t2g one. The two-constant form used only cubic symmetry, so it remains valid as long as the initial state, averaged over any degeneracy, is cubic. A distortion or magnetic order that lowers the symmetry invalidates it.
- **Band formation.** Even at an inversion centre, the p orbitals of the absorber hybridize with d orbitals of neighbouring metal atoms, so the d bands carry some p weight on the absorber. This gives non-local dipole intensity in the pre-edge region. It is isotropic, so it drops out of the difference spectrum, but orientation cannot switch it off.
- **Vibrations.** Odd displacements of the absorber mix p and d for a moment and add dipole intensity to the pre-edge. If the average over the motion is cubic, this part is isotropic, but it can keep a peak from vanishing where the quadrupole share is zero.

For your experiment, the second scan is a direct choice: k along [1−10], with one spectrum for e along [001] and one for e along [110]. The main edge, which is almost entirely dipolar, should hardly change. If the pre-edge peaks are quadrupolar and the two sets are separated in energy, the t2g peak appears in the first spectrum and the eg peak in the second.

Table of computed values

```
Ligand-field model
shell radius / ligand distance: 0.3
chosen d splitting: 2.0 eV
chosen Lorentzian full width: 1.0 eV
t2g level (3 states): -0.800 eV
eg level (2 states): 1.200 eV
p-level spread in same field: 0.000000 eV
largest p-d angular coupling, octahedron: 0.000000 eV
largest p-d angular coupling, tetrahedron: 2.087 eV
Cubic invariants for rank 0,1,2,3,4: [1, 0, 0, 0, 1]
double-commutator eigenvalue K(K+1): 20.0000
total angular strength, any orientation: 0.066667
Orientation: q, eg share, t2g share,
  spectrum at t2g peak and at eg peak (1/eV)
e[010] k[100]: 0.0000, 0.0000, 1.0000, 0.6366, 0.0374
e[110] k[1-10]: 0.5000, 1.0000, 0.0000, 0.0374, 0.6366
e[001] k[1-10]: 0.0000, 0.0000, 1.0000, 0.6366, 0.0374
e[1-10] k[111]: 0.3333, 0.6667, 0.3333, 0.2372, 0.4369
powder: 0.2000, 0.4000, 0.6000, 0.3970, 0.2771
Turn about [001], e and k in plane: angle (deg), eg share
  0.0: 0.0000
  15.0: 0.2500
  22.5: 0.5000
  30.0: 0.7500
  45.0: 1.0000
  90.0: 0.0000
Filled t2g: eg peak height (1/eV)
  e[110] k[1-10]: 0.6366
  powder: 0.2546
  e[010] k[100]: 0.0000
  largest height / powder height: 2.500
```
